\section*{Optical Onset, Quasiparticle Gap and the Conduction-Band Offset of an Oxide}

\section{The result}

An optical onset marks the energy of a neutral electron--hole pair. A conduction-band offset needs the energy of a separated electron and hole, the quasiparticle gap $E_g$. For an oxide with a direct, dipole-allowed gap and a hydrogenic exciton, the first absorption line lies at
\begin{equation}
E_1=E_g-E_b,\qquad E_b=\mathrm{Ry}\,\frac{\mu/m_0}{\varepsilon^2},
\label{eq:result}
\end{equation}
where $\mu$ is the reduced mass of the pair, $m_0$ the free-electron mass, $\varepsilon$ the dielectric constant and $\mathrm{Ry}$ the Rydberg energy. If $E_1$ is used in place of $E_g$, the conduction-band offset comes out too small by $E_b$. In the example below an offset of 1.70 eV becomes 1.50 eV, and 1.43 eV if the onset is read from a tangent to the broadened edge.

\section{A counter-example}

\subsection{The offset}

Let electron energies increase upwards, and let the band edges of oxide and substrate be given on one common scale at the interface. Define
\begin{equation}
\mathrm{VBO}=E_v^{\rm sub}-E_v^{\rm ox},\qquad
\mathrm{CBO}=E_c^{\rm ox}-E_c^{\rm sub}.
\end{equation}
Both are positive when the oxide is a barrier for holes and for electrons. Since $E_c=E_v+E_g$ on each side,
\begin{align}
\mathrm{CBO}&=(E_v^{\rm ox}+E_g^{\rm ox})-(E_v^{\rm sub}+E_g^{\rm sub})\nonumber\\
&=E_g^{\rm ox}-E_g^{\rm sub}-\mathrm{VBO}.
\label{eq:cbo}
\end{align}
An interface dipole moves both edges of one side together. It enters through the VBO and leaves this relation intact.

The model has quasiparticle gaps of 6.0 eV (oxide) and 1.1 eV (substrate), and a VBO of 3.2 eV, as photoemission would supply. The true offset is $6.0-1.1-3.2=1.7$ eV. The oxide has isotropic parabolic bands with masses $0.5\,m_0$ (electron) and $1.5\,m_0$ (hole), and $\varepsilon=5$, the high-frequency value, which describes a lattice that does not respond. These are round model parameters.

\subsection{The bound pair}

A pair at rest as a whole has only relative motion. Write its wave function as $\phi(\mathbf r)$, its energy as $E_g+w$, and set $T=\hbar^2/2\mu$. For angular momentum $l$ the radial function $u$, which is $r$ times the radial part of $\phi$, obeys
\begin{equation}
u''-\frac{l(l+1)}{r^2}u+\frac{2}{ar}u+\frac{w}{T}u=0,\qquad
a=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{\mu e^2}=a_0\frac{\varepsilon}{\mu/m_0},
\label{eq:radial}
\end{equation}
with $a_0$ the Bohr radius of hydrogen. For a bound state put $w=-T\kappa^2$ and $u=e^{-\kappa r}\sum_j c_jr^{j+l+1}$. Collecting the terms in $r^{j+l}$ gives
\begin{equation}
(j+1)(j+2l+2)\,c_{j+1}=2\left[\kappa(j+l+1)-\frac1a\right]c_j .
\end{equation}
If the series did not end, $c_{j+1}/c_j$ would approach $2\kappa/j$, so the sum would grow as $e^{2\kappa r}$ and $u$ could not be normalized. It must therefore end at some $j=n_r$, which requires $\kappa a=1/(n_r+l+1)$. Hence
\begin{equation}
w=-\frac{E_b}{(n_r+l+1)^2},\qquad E_b=\frac{T}{a^2}
=\frac{\hbar^2}{2m_0a_0^2}\,\frac{m_0}{\mu}\left(\frac{\mu}{m_0\varepsilon}\right)^2 ,
\label{eq:levels}
\end{equation}
and since $\hbar^2/2m_0a_0^2=\mathrm{Ry}$, this is Eq.~\eqref{eq:result}.

For the model oxide $\mu/m_0=0.5\times1.5/2.0=0.375$, so that
\begin{equation}
E_b=\frac{13.6057\times0.375}{25}\ {\rm eV}=0.204\ {\rm eV},\qquad
a=\frac{0.05292\times5}{0.375}\ {\rm nm}=0.706\ {\rm nm}.
\end{equation}
The first line stands at $6.000-0.204=5.796$ eV. Put into Eq.~\eqref{eq:cbo} as if it were the gap, it gives an offset of $5.796-1.1-3.2=1.496$ eV. This already refutes the identification of onset and gap.

The radius is only a few interatomic distances. The assumptions of parabolic bands and a uniform dielectric constant are strained at that size, so 0.2 eV is an estimate for such an oxide, though a definite result of the model.

\subsection{Why the spectrum does not show the gap}

One might hope to see a second edge at $E_g$. To decide this, the line strengths are needed. A pair state is a sum over wave vectors with amplitudes $\phi_{\mathbf k}$. If the momentum matrix element $p$ is the same for all of them, the optical amplitude is $p\sum_{\mathbf k}\phi_{\mathbf k}=p\sqrt V\,\phi(0)$, with $V$ the crystal volume. Absorption is then governed by
\begin{equation}
A(E)=\sum_\nu|\phi_\nu(0)|^2\,\delta(E-E_\nu),
\end{equation}
where $\nu$ runs over the pair states. Only $l=0$ contributes, with $|\phi(0)|^2=u'(0)^2/4\pi$ for normalized $u$.

\emph{Bound states.} Multiply Eq.~\eqref{eq:radial} at $l=0$ by $2u'$ and integrate from 0 to $\infty$. The first term gives $-u'(0)^2$. The $w$ term vanishes because $u$ is zero at both ends, and the Coulomb term is integrated by parts:
\begin{equation}
-u'(0)^2+\frac2a\int_0^\infty\frac{u^2}{r^2}\,dr=0 .
\end{equation}
The mean of $r^{-2}$ follows from the derivative of the level with respect to $l$ at fixed $n_r$, with $l$ treated as a continuous parameter. By the Hellmann--Feynman theorem this derivative is $T(2l+1)\langle r^{-2}\rangle$, and by Eq.~\eqref{eq:levels} it is $2E_b/(n_r+l+1)^3$. At $l=0$, with $n=n_r+1$ and $T=E_ba^2$, this gives $\langle r^{-2}\rangle=2/(a^2n^3)$. Therefore
\begin{equation}
u'(0)^2=\frac{4}{a^3n^3},\qquad |\phi_n(0)|^2=\frac{1}{\pi a^3n^3}.
\label{eq:strength}
\end{equation}

\emph{Continuum.} Put $w=Tk^2$ and $\eta=1/(ka)$. Multiply the $l=0$ equation by $r$ and take the Laplace transform $U(s)=\int_0^\infty e^{-sr}u\,dr$. Since $u''$ transforms into $s^2U-u'(0)$ and a factor $r$ into $-d/ds$,
\begin{equation}
-(s^2+k^2)U'-2sU+\frac2aU=0
\;\Rightarrow\;
U=\frac{C\,e^{2\eta\arctan(s/k)}}{s^2+k^2}.
\end{equation}
For large $s$, $U$ must approach $u'(0)/s^2$, so $C=u'(0)e^{-\pi\eta}$. The behaviour of $u$ at large $r$ comes from the singular points $s=\pm ik$. With $s=ik+q$ and small $q$,
\begin{equation}
e^{2\eta\arctan(s/k)}=\left(\frac{k+is}{k-is}\right)^{-i\eta}\simeq\left(\frac{iq}{2k}\right)^{-i\eta},\qquad
\frac{1}{s^2+k^2}\simeq\frac{1}{2ikq}.
\end{equation}
The factor $i^{-i\eta}$ equals $e^{\pi\eta/2}$, and $q^{-1-i\eta}$ is the transform of $r^{i\eta}/\Gamma(1+i\eta)$. The two singular points give complex-conjugate terms, so $u$ tends to a sine wave with a slowly varying phase and amplitude $B=(C/k)\,e^{\pi\eta/2}/|\Gamma(1+i\eta)|$. With $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$,
\begin{equation}
B^2=\frac{u'(0)^2}{k^2}\,e^{-\pi\eta}\,\frac{\sinh\pi\eta}{\pi\eta}
=\frac{u'(0)^2}{k^2}\,\frac{1-e^{-2\pi\eta}}{2\pi\eta}.
\end{equation}
In a large sphere of radius $L$, normalization requires $B^2=2/L$, and there are $L/\pi$ states per unit $k$. With $dk/dw=1/(2kT)$,
\begin{align}
A(E_g+w)&=\frac L\pi\,\frac{1}{2kT}\,\frac{1}{4\pi}\,\frac2L\,k^2\,\frac{2\pi\eta}{1-e^{-2\pi\eta}}\nonumber\\
&=\frac{1}{2\pi a^3E_b}\,\frac{1}{1-e^{-2\pi\sqrt{E_b/w}}} ,
\label{eq:elliott}
\end{align}
where $k\eta=1/a$ and $T=E_ba^2$ were used. Without attraction the last fraction in the first line is 1, and $A=k/(4\pi^2T)\propto\sqrt w$, the familiar edge that starts from zero at $E_g$.

With attraction the continuum starts at the finite height $1/(2\pi a^3E_b)$. Just below the gap the levels are spaced by $dE_n/dn=2E_b/n^3$, so their strength per unit energy is
\begin{equation}
\frac{1}{\pi a^3n^3}\,\frac{n^3}{2E_b}=\frac{1}{2\pi a^3E_b},
\end{equation}
the same height. Averaged over closely spaced lines, the spectrum passes through $E_g$ without a step. For the model oxide, lines and continuum were broadened numerically by a Gaussian of standard deviation 0.005 eV. The ratio of $A$ at 0.01 eV below the gap to $A$ at 0.01 eV above it is then 0.98. With the attraction switched off it is 0.009. The first ratio depends somewhat on the width, because the discrete lines still modulate the average: with the distance from the gap kept at twice the width it is 1.00, 0.95 and 1.20 for widths of 0.002, 0.01 and 0.02 eV, while the second stays at 0.009. The edge seen in the absence of attraction has gone from $E_g$, and the rise of the spectrum has moved to the first exciton line.

\subsection{The onset read from a tangent}

For a given electric field the vector potential is proportional to $1/E$, so the transition rate goes as $A/E^2$ and the absorbed power as $A/E$. With a constant refractive index the absorption coefficient $\alpha$ is thus proportional to $A/E$, and $(\alpha E)^2\propto A^2$. Without attraction or broadening this is a straight line in $E$ that meets zero at $E_g$, which is the reason for extrapolating it.

Now let the edge be an isolated exciton line with Gaussian standard deviation $\sigma$. With $t=E-E_1$ and $y=A^2\propto e^{-t^2/\sigma^2}$,
\begin{equation}
y'=-\frac{2t}{\sigma^2}\,y,\qquad y''=\left(\frac{4t^2}{\sigma^4}-\frac{2}{\sigma^2}\right)y .
\end{equation}
The rising side is steepest where $y''=0$, at $t=-\sigma/\sqrt2$. There $y/y'=\sigma/\sqrt2$, and the tangent meets zero at $t-y/y'=-\sqrt2\,\sigma$. The onset is
\begin{equation}
E_{\rm on}=E_g-E_b-\sqrt2\,\sigma .
\label{eq:tangent}
\end{equation}
For $\sigma=0.05$ eV this is $6.000-0.204-0.071=5.725$ eV. A full spectrum, obtained by finite-difference diagonalization of the radial equation in a large sphere and broadening of every level, gives the same 5.725 eV. The second line lies at $E_g-0.051$ eV, about $3\sigma$ above the first, and hardly disturbs the low-energy flank. The offset becomes
\begin{equation}
5.725-1.1-3.2=1.425\ {\rm eV},
\end{equation}
which is 0.275 eV, or 16\% of the true offset, too low.

The same recipe applied to the same bands without attraction gives 6.015 eV. Gaussian broadening alone therefore shifts this onset by only 0.015 eV, about $0.3\sigma$, and upwards. The sign belongs to the line shape: a Lorentzian of the same full width shifts it downwards by a similarly small amount. The large downward shift needs the attraction, which creates the line; broadening then adds $\sqrt2\,\sigma$ to it. Equation~\eqref{eq:tangent} requires a resolved line. It begins to fail when $E_b$ is comparable to $\sigma$: for $E_b=0.059$ eV and $\sigma=0.05$ eV the tangent onset lies 0.123 eV below the gap, against 0.130 eV from the rule. When $E_b$ is much smaller than $\sigma$, the lines merge with the continuum and the rule no longer applies, but the bias does not vanish, because the attraction still enhances the edge: for $E_b=0.013$ eV and the same width the onset lies 0.051 eV below the gap, four times $E_b$.

\section{The general statement}

Let $E(N)$ be the ground-state energy of a material with $N$ electrons, and $E^*(N)$ that of the neutral excited state at the ideal optical onset. The band edges are
\begin{equation}
E_c=E(N+1)-E(N),\qquad E_v=E(N)-E(N-1),
\end{equation}
because they are the energies at which one electron is added or removed. Then $E_g=E_c-E_v=E(N+1)+E(N-1)-2E(N)$, whereas $E_{\rm opt}=E^*(N)-E(N)$. Write $\Delta=E_g-E_{\rm opt}$.

\emph{Statement.} If the VBO is correct and optical onsets replace the gaps on both sides, then
\begin{equation}
\mathrm{CBO}_{\rm app}-\mathrm{CBO}=-(\Delta^{\rm ox}-\Delta^{\rm sub}).
\label{eq:bias}
\end{equation}
If only the oxide gap is optical, the term $\Delta^{\rm sub}$ is absent. For a direct, dipole-allowed gap in the hydrogenic model, $\Delta=E_b>0$.

\emph{Proof.} Equation~\eqref{eq:cbo} follows from the definitions of the edges and holds for the quasiparticle gaps. The apparent offset is
\begin{align}
\mathrm{CBO}_{\rm app}&=(E_g^{\rm ox}-\Delta^{\rm ox})-(E_g^{\rm sub}-\Delta^{\rm sub})-\mathrm{VBO}\nonumber\\
&=\mathrm{CBO}-\Delta^{\rm ox}+\Delta^{\rm sub},
\end{align}
which is Eq.~\eqref{eq:bias}. In the hydrogenic model the lowest pair state is the level $n=1$ of Eq.~\eqref{eq:levels}. It is optically active because $|\phi_1(0)|^2=1/(\pi a^3)$ is not zero. Hence $E_{\rm opt}=E_g-E_b$ and $\Delta=E_b$. $\square$

For independent electrons, an allowed excitation from the top of the valence band to the bottom of the conduction band costs $E_c-E_v$, so $\Delta=0$. The onset is the gap in that limit. It is nearly the gap when screening is strong, since $E_b$ falls as $1/\varepsilon^2$.

The sign of $\Delta$ is not universal. If symmetry forbids transitions between the lowest pair of bands and the first allowed pair has a gap larger by $D$, its first exciton lies at $E_g+D-E_b'$, with $E_b'$ the binding for those bands. This is above $E_g$ when $D>E_b'$. At an indirect gap in a perfect crystal a phonon must be absorbed or emitted, and its energy enters the onset. Absorption by defects or disorder tails can lower the apparent onset for reasons unrelated to excitons. Equation~\eqref{eq:bias} still gives the error in all these cases if $\Delta$ is taken as $E_g$ minus the onset actually used, but $\Delta$ is then not $E_b$.

\section{A lattice that responds}

High-k oxides have a static dielectric constant well above the high-frequency one. Take 20 for the static value. If the lattice followed the pair fully, the binding would be $13.6057\times0.375/400=0.013$ eV, and the offset from the first line would be 1.687 eV. The choice of $\varepsilon$ thus changes the bias by a factor of 16.

The Haken potential interpolates between the two limits:
\begin{equation}
V(r)=-\frac{e^2}{4\pi\varepsilon_0r}\left[\frac1{\varepsilon_s}+\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)\frac{e^{-r/l_e}+e^{-r/l_h}}{2}\right],
\end{equation}
with $l_i=\sqrt{\hbar^2/2m_i\hbar\omega}$ for carrier $i$ and phonon energy $\hbar\omega$. The mean of the exponentials lies between 0 and 1, so $V$ lies between the two Coulomb potentials at every $r$. A potential that is nowhere lower cannot have a lower ground-state energy, by the variational principle. With unchanged masses, the binding in this potential therefore lies between 0.013 and 0.204 eV.

For $\hbar\omega=0.06$ eV the lengths are $l_e=1.127$ nm and $l_h=0.651$ nm, and finite-difference diagonalization gives a binding of 0.059 eV. This is far below the rigid-lattice value, although 0.204 eV is more than three times the phonon energy. The potential shows why. At $r=0.706$ nm, the rigid-lattice radius, the mean of the exponentials is 0.436, and the bracket is $0.05+0.15\times0.436=0.115$. The pair is already screened there as if by $\varepsilon\approx8.7$ instead of 5. If the rigid-lattice orbit is kept, its kinetic energy stays at 0.204 eV while its mean potential energy rises from $-0.408$ to $-0.255$ eV, which leaves a binding of only 0.051 eV. The orbit then widens. This gives up some attraction but saves more kinetic energy, and the binding recovers to 0.059 eV.

This binding is measured from the continuum of carriers that carry their lattice distortion with them, and that continuum lies below the rigid-lattice gap. For small $r$ the potential is the rigid-lattice Coulomb potential plus the constant $(e^2/4\pi\varepsilon_0)(1/\varepsilon_\infty-1/\varepsilon_s)(1/2l_e+1/2l_h)=0.262$ eV. This is the sum of the energies, 0.096 eV for the electron and 0.166 eV for the hole, that separated carriers gain from their distortions to lowest order in the electron--phonon coupling. The smaller binding therefore does not mean that the line moves up when the lattice responds. The line moves down, and the gap moves down further. If 6.0 eV is now taken as the gap for such carriers, the first line gives an offset of 1.641 eV. This number illustrates the effect and is not a prediction for an oxide. It also depends on the treatment of the lattice: with the same parameters, second-order perturbation theory in the electron--phonon coupling gives a binding of 0.03 eV, and the Haken potential with polaron-enhanced masses gives 0.09 to 0.10 eV. The Haken potential is meant for pairs wide enough that each carrier keeps its own lattice distortion, whereas here the mean separation, 1.44 nm, is smaller than $l_e+l_h=1.78$ nm. Gap, VBO and binding must refer to the same treatment of the lattice; adding a rigid-lattice binding to a relaxed onset would mix two definitions.

\section{Recovering the gap}

A spectrum with resolved excitonic structure contains $E_g$ in the spacing and relative strength of lines and continuum, even though no edge stands there. The broadened form of Eqs.~\eqref{eq:strength} and \eqref{eq:elliott} was fitted by least squares to the diagonalized rigid-lattice spectrum, with gap, binding, width and height free. The fit returns 6.000 eV for the gap and 0.204 eV for the binding, and hence the offset of 1.700 eV. That spectrum has no noise and obeys the fitted model, so the fit shows that the information is present, not how accurately a measurement would yield it. Where the lines are unresolved or the model is doubtful, the direct course is to measure electron addition and removal energies, since these define the edges in Eq.~\eqref{eq:cbo}.

Numerical values quoted here were computed with a short program.
